**Tracer diffusivity from the difference of two measured variances**

The program tests D = (s1² − s0²)/(2t), where s0 and s1 are the measured standard deviations before and after an anneal of duration t, and D is a constant diffusivity. For widths of 3 nm and 5 nm and a time of 3600 s, it gives D = 2.22e-21 m²/s. It solves the diffusion equation on a grid, convolves the profiles with an instrument response, and asserts that the moments return the diffusivity put in. This holds for three Gaussian response widths and for a lopsided marker seen through a skewed response. Further assertions compare the error formula with random sampling, the effect of a changed response with direct convolution, and the ramp-time estimate with quadrature. The output shows a 7.3 % standard error in D for independent width errors of 0.1 nm. It also sizes the effects of resolution drift, depth calibration, Gaussian fits to skewed profiles, temperature, the surface and doping, using rough material parameters where needed.

## Check in Python

```python
# Result under test: D = (s1^2 - s0^2) / (2 t)
# s0, s1: measured standard deviations before and after an anneal of time t.
# D: constant tracer diffusivity. The instrument convolves each true profile
# with the same normalised response, whose variance cancels in the difference.
# Lengths are in nm and times in s unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import curve_fit
from scipy.signal import fftconvolve
from scipy.special import erfc
from scipy.stats import exponnorm

s0, s1, t = 3.0, 5.0, 3600.0
D = (s1**2 - s0**2) / (2 * t)

dx = 0.1
x = dx * np.arange(-600, 601)


def gauss(pos, width, centre=0.0):
    return (np.exp(-(pos - centre)**2 / (2 * width**2))
            / (width * np.sqrt(2 * np.pi)))


def variance(profile):
    total = profile.sum()
    mean = (x * profile).sum() / total
    return ((x - mean)**2 * profile).sum() / total


def measure(profile, response):
    return fftconvolve(profile, response, mode="same") * dx


def diffuse(profile, diffusivity, steps=3600):
    """Conservative explicit solution with closed ends."""
    p = profile.copy()
    dt = t / steps
    for _ in range(steps):
        d = diffusivity(p)
        flux = np.zeros(len(p) + 1)
        flux[1:-1] = -0.5 * (d[1:] + d[:-1]) * np.diff(p) / dx
        p -= dt * np.diff(flux) / dx
    return p


def constant_D(p):
    return np.full_like(p, D)


def recovered_D(before, after):
    return (variance(after) - variance(before)) / (2 * t)


# Different splits between marker width and instrument width give one D.
split_results = []
for r in (0.5, 2.0, 2.8):
    marker = gauss(x, np.sqrt(s0**2 - r**2))
    annealed = diffuse(marker, constant_D)
    before = measure(marker, gauss(x, r))
    after = measure(annealed, gauss(x, r))
    assert np.max(np.abs(before - gauss(x, s0))) < 1e-5 * before.max()
    assert np.max(np.abs(after - gauss(x, s1))) < 1e-3 * after.max()
    split_results.append((r, recovered_D(before, after)))
    assert abs(split_results[-1][1] / D - 1) < 1e-5

# Arbitrary marker shape and skewed response: variances still subtract.
decay = 1.5
r0 = 2.0
core = np.sqrt(r0**2 - decay**2)
skewed = exponnorm.pdf(x, decay / core, loc=-decay, scale=core)
lopsided = 0.7 * gauss(x, 1.5, -1.0) + 0.3 * gauss(x, 2.0, 3.0)
D_lopsided = recovered_D(measure(lopsided, skewed),
                         measure(diffuse(lopsided, constant_D), skewed))
assert abs(D_lopsided / D - 1) < 1e-5

# Gaussian marker seen through the skewed response: moments against fits.
true0 = np.sqrt(s0**2 - r0**2)
true1 = np.sqrt(s1**2 - r0**2)
marker = gauss(x, true0)
annealed = diffuse(marker, constant_D)
skew_before = measure(marker, skewed)
skew_after = measure(annealed, skewed)


def fitted_width(profile, guess):
    def model(pos, area, centre, width):
        return area * gauss(pos, width, centre)
    best, _ = curve_fit(model, x, profile, p0=(1.0, 0.0, guess))
    return abs(best[2])


fit0 = fitted_width(skew_before, s0)
fit1 = fitted_width(skew_after, s1)
D_fit = (fit1**2 - fit0**2) / (2 * t)
D_moment = recovered_D(skew_before, skew_after)
assert abs(D_moment / D - 1) < 1e-5
assert abs(D_fit / D - 1) > 10 * abs(D_moment / D - 1)

# Propagation of independent width errors, checked by random sampling.
u = 0.1
u_D = np.hypot(s1 * u, s0 * u) / t
rng = np.random.default_rng(12)
sample0 = rng.normal(s0, u, 200000)
sample1 = rng.normal(s1, u, 200000)
u_sampled = np.std((sample1**2 - sample0**2) / (2 * t))
assert abs(u_sampled / u_D - 1) < 0.02  # sampling noise and second order

# A response that changes between measurements does not cancel.
r1 = 2.2
D_drift = recovered_D(measure(marker, gauss(x, r0)),
                      measure(annealed, gauss(x, r1)))
drift_shift = (r1**2 - r0**2) / (2 * t)
assert abs((D_drift - D) / drift_shift - 1) < 1e-3

# Depth-scale error: stretch the depth axis of both measured profiles.
scale = 1.02
D_scaled = recovered_D(measure(marker, gauss(x, r0)),
                       measure(annealed, gauss(x, r0))) * scale**2

# Diffusion during linear heating and cooling.
T = 880.0 + const.zero_Celsius
k_eV = const.k / const.e
Q = 4.0       # rough activation energy, eV
ramp = 1.0    # K/s
ramp_time, _ = quad(lambda drop: np.exp(-Q / k_eV * (1 / (T - drop) - 1 / T))
                    / ramp, 0, 400)
ramp_estimate = k_eV * T**2 / (Q * ramp)
assert abs(ramp_time / ramp_estimate - 1) < 0.08  # next order is 2kT/Q
D_ramp = (s1**2 - s0**2) / (2 * (t + 2 * ramp_time))
dT = 5.0
temperature_factor = np.exp(-Q / k_eV * (1 / (T + dT) - 1 / T))

# Surface distance: part of the free profile that would lie outside.
depth = 40.0
outside = 0.5 * erfc(depth / (true1 * np.sqrt(2)))

# Charged-defect diffusion and built-in field, local neutrality assumed.
dose = 1e11   # cm^-2
n_i = 3.5e18  # rough intrinsic density at T, cm^-3
eps_r = 11.7  # rough relative permittivity of silicon
per_cm = 1e7  # nm in one cm


def doped_D(p):
    donors = dose * per_cm * p
    electrons = donors / 2 + np.sqrt(donors**2 / 4 + n_i**2)
    field = 1 + donors / np.sqrt(donors**2 + 4 * n_i**2)
    return D * electrons / n_i * field


peak = dose * per_cm * marker.max()
D_doped = recovered_D(marker, diffuse(marker, doped_D))
assert D < D_doped < doped_D(marker).max()
screening = 1e9 * np.sqrt(eps_r * const.epsilon_0 * const.k * T
                          / (2 * const.e**2 * n_i * 1e6))


def percent(value):
    return 100 * (value / D - 1)


print(f"Measured width before: {s0:.1f} nm")
print(f"Measured width after: {s1:.1f} nm")
print(f"Anneal time: {t:.0f} s")
print(f"Variance before: {s0**2:.1f} nm^2")
print(f"Variance after: {s1**2:.1f} nm^2")
print(f"Variance increase: {s1**2 - s0**2:.1f} nm^2")
print(f"Diffusion width sqrt(2Dt): {np.sqrt(2 * D * t):.3f} nm")
print(f"Diffusivity D: {D:.4e} nm^2/s")
print(f"Diffusivity D: {D * 1e-18:.3e} m^2/s")
print(f"Diffusivity D: {D * 1e-14:.3e} cm^2/s")
print(f"Wrong, squared width difference: {(s1-s0)**2/(2*t)*1e-18:.3e} m^2/s")
print(f"Wrong, first profile ignored: {s1**2/(2*t)*1e-18:.3e} m^2/s")
for r, value in split_results:
    print(f"Grid D, response width {r:.1f} nm: {value * 1e-18:.4e} m^2/s")
print(f"Grid D, lopsided and skewed: {D_lopsided * 1e-18:.4e} m^2/s")
print(f"Response width in example: {r0:.1f} nm")
print(f"True width before: {true0:.3f} nm")
print(f"True width after: {true1:.3f} nm")
print(f"Error of each width: {u:.2f} nm")
print(f"Error of D, formula: {u_D * 1e-18:.2e} m^2/s")
print(f"Error of D, sampled: {u_sampled * 1e-18:.2e} m^2/s")
print(f"Relative error of D: {100 * u_D / D:.1f} %")
print(f"Drifted response width: {r1:.1f} nm")
print(f"Shift of D from drift: {percent(D_drift):+.2f} %")
print(f"Depth-scale error: {100 * (scale - 1):.1f} %")
print(f"Shift of D from depth scale: {percent(D_scaled):+.2f} %")
print(f"Skewed response decay length: {decay:.1f} nm")
print(f"Gaussian-fit width before: {fit0:.3f} nm")
print(f"Gaussian-fit width after: {fit1:.3f} nm")
print(f"Shift of D from Gaussian fits: {percent(D_fit):+.2f} %")
print(f"Anneal temperature: {T - const.zero_Celsius:.0f} C = {T:.0f} K")
print(f"Activation energy (rough): {Q:.1f} eV")
print(f"Ramp rate: {ramp:.1f} K/s")
print(f"Equivalent time per ramp, quadrature: {ramp_time:.1f} s")
print(f"Equivalent time per ramp, estimate: {ramp_estimate:.1f} s")
print(f"Correction of D for two ramps: {percent(D_ramp):+.2f} %")
print(f"Temperature error: {dT:.0f} K")
print(f"Change of D for that error: {100*(temperature_factor-1):+.1f} %")
print(f"Marker depth: {depth:.0f} nm")
print(f"Fraction beyond surface: {outside:.1e} (no unit)")
print(f"Marker dose: {dose:.1e} cm^-2")
print(f"True initial peak concentration: {peak:.2e} cm^-3")
print(f"Intrinsic carrier density (rough): {n_i:.1e} cm^-3")
print(f"Relative permittivity (rough): {eps_r:.1f} (no unit)")
print(f"Screening length: {screening:.1f} nm")
print(f"Shift of D from doping, upper estimate: {percent(D_doped):+.2f} %")
print("PASS")
```

It prints:

```
Measured width before: 3.0 nm
Measured width after: 5.0 nm
Anneal time: 3600 s
Variance before: 9.0 nm^2
Variance after: 25.0 nm^2
Variance increase: 16.0 nm^2
Diffusion width sqrt(2Dt): 4.000 nm
Diffusivity D: 2.2222e-03 nm^2/s
Diffusivity D: 2.222e-21 m^2/s
Diffusivity D: 2.222e-17 cm^2/s
Wrong, squared width difference: 5.556e-22 m^2/s
Wrong, first profile ignored: 3.472e-21 m^2/s
Grid D, response width 0.5 nm: 2.2222e-21 m^2/s
Grid D, response width 2.0 nm: 2.2222e-21 m^2/s
Grid D, response width 2.8 nm: 2.2222e-21 m^2/s
Grid D, lopsided and skewed: 2.2222e-21 m^2/s
Response width in example: 2.0 nm
True width before: 2.236 nm
True width after: 4.583 nm
Error of each width: 0.10 nm
Error of D, formula: 1.62e-22 m^2/s
Error of D, sampled: 1.62e-22 m^2/s
Relative error of D: 7.3 %
Drifted response width: 2.2 nm
Shift of D from drift: +5.25 %
Depth-scale error: 2.0 %
Shift of D from depth scale: +4.04 %
Skewed response decay length: 1.5 nm
Gaussian-fit width before: 2.906 nm
Gaussian-fit width after: 4.975 nm
Shift of D from Gaussian fits: +1.91 %
Anneal temperature: 880 C = 1153 K
Activation energy (rough): 4.0 eV
Ramp rate: 1.0 K/s
Equivalent time per ramp, quadrature: 27.3 s
Equivalent time per ramp, estimate: 28.6 s
Correction of D for two ramps: -1.50 %
Temperature error: 5 K
Change of D for that error: +19.0 %
Marker depth: 40 nm
Fraction beyond surface: 1.3e-18 (no unit)
Marker dose: 1.0e+11 cm^-2
True initial peak concentration: 1.78e+17 cm^-3
Intrinsic carrier density (rough): 3.5e+18 cm^-3
Relative permittivity (rough): 11.7 (no unit)
Screening length: 3.0 nm
Shift of D from doping, upper estimate: +1.18 %
PASS
```
